# Poole-Frenkel and Schottky barrier lowering: origin and limits of the factor two

An attraction of potential energy $-A/x$ and a constant force $F$ bring two parameters into a classical barrier problem. The coefficient $A$ has the dimension energy times length, and $F$ has the dimension energy per length. The one combination that is an energy is $\sqrt{AF}$, and the one that is a length is $\sqrt{A/F}$. Any lowering of the barrier must therefore have the form

$$
\Delta=c\,\sqrt{AF},
$$

with a pure number $c$. If an electron leaving a charged trap and an electron leaving a metal share the same $c$, the ratio of their lowerings at equal force is the square root of the ratio of their coefficients $A$. A factor of two in the lowering then requires a factor of four in $A$. It remains to find $c$ in both geometries and to find the two coefficients.

Hartree atomic units are used, so that $e=\hbar=m_e=4\pi\varepsilon_0=1$. The electron has charge $-1$. The insulator is a uniform medium of relative permittivity $\varepsilon$, and $F>0$ is the magnitude of the force exerted on the electron by the applied field, directed toward $+z$. The field itself points toward $-z$, and the applied potential energy is $-Fz$.

Let the trap be a fixed point charge $+Z$ at the origin. Here $Z$ is the charge that remains after the electron has left, because the departing electron is attracted by what it leaves behind and does not act on itself. A trap with $Z=1$ is neutral when filled and singly positive when empty. A trap that is already singly positive when filled has $Z=2$. The phrase "positively charged trap" is thus ambiguous, and the factor of two will turn out to belong to the first kind. The electron's potential energy is

$$
V(\mathbf r)=-\frac{A}{r}-Fz,\qquad A=\frac{Z}{\varepsilon}.
$$

The zero of energy is the conduction-band edge far from the trap without field. With the field on, it is the band edge that the applied potential alone would give at the trap site. The trap level lies at $-E_t$, and its position is held fixed. The depth $E_t$ is a separate input, since it also depends on the short-range potential of a real trap, which is left out of $V$. To first order in the field this is justified if the bound state's density is symmetric under inversion, since the shift $-F\langle z\rangle$ then vanishes. Higher-order shifts are neglected. The energy needed for classical escape is then $E_t-\Delta$, where $-\Delta$ is the height of the lowest pass out of the well.

The electron may move in three dimensions, so a maximum along one chosen line does not by itself settle the height of the pass. Both parts of the argument rest on an identity for positive $x$:

$$
\frac{A}{x}+Fx=\left(\sqrt{\frac{A}{x}}-\sqrt{Fx}\right)^2+2\sqrt{AF}\;\ge\;2\sqrt{AF}.
$$

Expanding the square gives $A/x+Fx-2\sqrt{AF}$, which confirms it. Equality requires $A/x=Fx$, or $x=\sqrt{A/F}$.

Consider the sphere of radius $r_0=\sqrt{A/F}$ around the trap. On it $z\le r_0$, and therefore

$$
V\ge-\frac{A}{r_0}-Fr_0=-2\sqrt{AF}.
$$

Every path from the trap to the distant downfield region crosses this sphere, so no path has a highest point below $-2\sqrt{AF}$. On the straight path along the positive $z$ axis, $V=-(A/z+Fz)$, which by the identity nowhere exceeds $-2\sqrt{AF}$. This path attains the bound. Hence $c=2$, and

$$
\Delta_{\rm PF}=2\sqrt{\frac{ZF}{\varepsilon}},\qquad
r_0=\sqrt{\frac{Z}{\varepsilon F}}.
$$

This is the Poole-Frenkel lowering. At the pass the Coulomb energy and the field energy are equal, each contributing $-\sqrt{AF}$.

Other directions have higher barriers. On a ray at angle $\theta<90^\circ$ from the downfield axis, $z=r\cos\theta$, so $F$ is replaced by $F\cos\theta$ and the lowering becomes $\Delta_{\rm PF}\sqrt{\cos\theta}$. This matters for the rate. In a simple model where electrons leave along straight rays, equally in all directions, the forward hemisphere contributes the average Boltzmann gain

$$
\frac12\int_0^1 e^{a\sqrt{w}}\,dw=\int_0^1 u\,e^{au}\,du
=\frac{(a-1)e^a+1}{a^2},\qquad a=\frac{\Delta_{\rm PF}}{kT},
$$

where $w=\cos\theta=u^2$. For large $a$ this is about $e^a/a$. The exponent is that of the lowest pass, while the prefactor depends on the model of escape. The factor of two derived here concerns barrier heights and not complete emission rates.

Now let the electron leave an ideal metal that fills $z<0$, and let $x$ be its distance from the flat surface. The metal's surface must be an equipotential, taken as zero. For the electron's own field this condition is met by

$$
\phi=\frac1\varepsilon\left(-\frac1{r_1}+\frac1{r_2}\right),
$$

where $r_1$ is the distance from the electron and $r_2$ the distance from its mirror point inside the metal. On the surface $r_1=r_2$, so $\phi=0$. In the insulator the second term satisfies Laplace's equation, so the electron remains the one source there. The solution is unique: the difference of two solutions would be harmonic in the insulator and zero on the surface and at infinity, and a harmonic function has no interior maximum or minimum, so the difference is zero everywhere.

The second term is the potential of the charge induced on the metal. Seen from the insulator, it is that of a charge $+1$ at the mirror point, a distance $2x$ from the electron. The attraction toward the metal has magnitude

$$
f(x)=\frac{1}{\varepsilon(2x)^2}=\frac{1}{4\varepsilon x^2}.
$$

The potential energy, taken as zero at infinite distance, is minus the work needed to pull the electron from $x$ to infinity:

$$
V_{\rm image}(x)=-\int_x^\infty\frac{ds}{4\varepsilon s^2}=-\frac{1}{4\varepsilon x}.
$$

The interaction energy of the electron with the induced charge at distance $x$ is $-1/(2\varepsilon x)$, twice as large in magnitude. The difference has a definite origin. The electrostatic energy is half the sum of each charge times the potential at its place. The induced charge sits where the total potential is zero and contributes nothing. The electron contributes a self-energy independent of $x$ and the term $\tfrac12(-1)\phi_{\rm ind}$, with $\phi_{\rm ind}=1/(2\varepsilon x)$. The result is again $-1/(4\varepsilon x)$. A trap charge is fixed while the electron moves away, so no such half appears there.

This part was tested without the image construction. The induced charge on a large grounded disc was computed by demanding only zero potential on its surface, with $\varepsilon=1$. Pulling the electron from 1.0 to 4.0 bohr took 0.1875 hartree, in agreement with $\tfrac14(1-\tfrac14)$. The interaction energy changed by 0.3750 hartree, twice the work. These short distances test classical electrostatics, which has no length scale of its own; they do not describe a real metal surface at atomic range.

With the applied force included, the energy outside the metal is

$$
V(x)=-\frac{1}{4\varepsilon x}-Fx.
$$

It depends on $x$ alone, and every escaping electron must cross the plane where it is largest. The same identity applies, now with $A=1/(4\varepsilon)$:

$$
\Delta_{\rm S}=2\sqrt{\frac{F}{4\varepsilon}}=\sqrt{\frac F\varepsilon},\qquad
x_{\rm S}=\sqrt{\frac{1}{4\varepsilon F}}=\frac{1}{2\sqrt{\varepsilon F}}.
$$

This is the Schottky lowering. Division at equal $F$ and $\varepsilon$ gives

$$
\frac{\Delta_{\rm PF}}{\Delta_{\rm S}}=2\sqrt Z,\qquad
\frac{r_0}{x_{\rm S}}=2\sqrt Z .
$$

Within this model the ratio is exactly 2 for $Z=1$. The four in the ratio of coefficients is a product of two twos. One comes from the distance $2x$ between the electron and its image, the other from the half in the electrostatic energy, which arises because the induced charge rearranges as the electron moves, although its total stays at $+1$. Had the interaction energy $-1/(2\varepsilon x)$ been used as the potential energy, the ratio would have come out as $\sqrt2$. With the correct potential energy, the ratio for $Z=2$ is $2\sqrt2$. For $Z=0$ the empty trap has no Coulomb tail, and this mechanism gives no lowering.

In SI units, let $\mathcal E$ be the field strength. The force is $e\mathcal E$ and the image coefficient is $e^2/(16\pi\varepsilon_0\varepsilon)$, so

$$
\Delta_{\rm S}=2\sqrt{\frac{e^2}{16\pi\varepsilon_0\varepsilon}\,e\mathcal E}
=\sqrt{\frac{e^3\mathcal E}{4\pi\varepsilon_0\varepsilon}},\qquad
\Delta_{\rm PF}=\sqrt{\frac{Ze^3\mathcal E}{\pi\varepsilon_0\varepsilon}}.
$$

Take as round model parameters $\varepsilon=2.5$, $F=2.0\times10^{-4}$ atomic units (1.03 MV/cm) and a temperature of 300 K. Then $F/\varepsilon=8.0\times10^{-5}$, and its square root gives

$$
\Delta_{\rm S}=0.00894\ \text{hartree}=0.243\ \text{eV},\qquad
\Delta_{\rm PF}=0.01789\ \text{hartree}=0.487\ \text{eV}
$$

for $Z=1$. With $\varepsilon F=5.0\times10^{-4}$, the barrier tops lie at $r_0=44.7$ bohr, or 2.37 nm, and $x_{\rm S}=22.4$ bohr, or 1.18 nm. As a check on the balance at the pass, $Fr_0=2.0\times10^{-4}\times44.7=0.00894$ hartree, which is half of $\Delta_{\rm PF}$.

A search for the lowest energy at which the trap region connects with the far downfield region, over a grid of points half a bohr apart, gave a lowering of 0.0178888 hartree, against 0.0178885 from the barrier maximum. The small excess follows from the grid. The nearest axial point to the pass is at 44.5 bohr, 0.22 bohr away, where the energy is lower by $\tfrac12(2A/r_0^3)(0.22)^2\approx2\times10^{-7}$ hartree. For $Z=2$ the lowering is 0.0253 hartree, which is 2.83 times the Schottky value.

The thermal energy is $kT=9.50\times10^{-4}$ hartree. The two exponents are $\Delta_{\rm PF}/kT=18.83$ and $\Delta_{\rm S}/kT=9.41$, and the Boltzmann enhancements are $1.5\times10^8$ and $1.2\times10^4$. The first is the square of the second, because doubling an exponent squares the exponential. In the ray model above, the forward contribution is smaller than the first number by the factor $(18.83-1)/18.83^2\approx0.050$.

These are factors for passage over the barrier. Tunnelling just below the top can be judged by replacing the top with a parabola, $V\approx V_{\rm top}-\tfrac12\omega^2s^2$, for an electron of free mass. An electron at energy $\delta$ below the top meets turning points at $\pm b$, with $b^2=2\delta/\omega^2$. The semiclassical tunnelling exponent is

$$
2\int_{-b}^{b}\sqrt{2\delta-\omega^2s^2}\,ds
=2\omega\,\frac{\pi b^2}{2}=\frac{2\pi\delta}{\omega}.
$$

Going down by $\delta$ gains a thermal factor $e^{\delta/kT}$ and loses a tunnelling factor $e^{-2\pi\delta/\omega}$. Emission stays concentrated near the top if $\omega/2\pi<kT$, and the classical picture is good if the inequality is strong. For $V=-A/x-Fx$ the curvature at the top is $\omega^2=2A/x^3$. With $A=0.4$ and $x=44.7$ bohr for the trap, $\omega/2\pi\approx4.8\times10^{-4}$ hartree. With $A=0.1$ and $x=22.4$ bohr for the metal, it is about $6.7\times10^{-4}$ hartree. These are 0.50 and 0.71 of $kT$. For the free mass the condition holds in both cases, but not by a wide margin, so tunnelling alters the prefactors here, and the alteration grows with the field. For a band mass $m^*$ in the insulator, $\omega$ scales as $(m^*)^{-1/2}$. With $m^*=0.5$ the two numbers become 0.71 and 1.00, and the condition is no longer met for the metal. Tunnelling does not change the ratio of the barrier lowerings.

The trap formula also has limits at weak and strong fields. Since $r_0$ grows as $F^{-1/2}$, a weak field puts the pass so far out that another trap may be nearer. Suppose a second empty trap of the same charge lies a distance $d$ downfield. Without field, the pass between the two is at the midpoint, at energy $-4A/d$: every path crosses the midplane, where the attraction is strongest on the axis. A weak field changes the energy of this pass by $-Fd/2$ to first order. The barrier for transfer to the neighbour is then lowered linearly in $F$ and not as $\sqrt F$. In a row of equally spaced traps, this linear law governs the forward transfer rate. The barrier for backward transfer is raised by the same amount, so the net rate is proportional to $e^{Fd/2kT}-e^{-Fd/2kT}$, which is linear in $F$ when $Fd\ll kT$. With only two traps, the electron must still cross a pass beyond the second one to reach the distant region, and for $F$ below about $1.7A/d^2$ this outer pass is the higher of the two. For $F\ll A/d^2$ it feels both charges as one charge at their midpoint and lies near $-2\sqrt{2AF}-Fd/2$, whose leading term again follows $\sqrt F$. The isolated-trap formula requires $r_0$ to be well below $d/2$, or

$$
F\gg\frac{4Z}{\varepsilon d^2}.
$$

At the other end, the classical barrier vanishes when $\Delta_{\rm PF}=E_t$, at $F=\varepsilon E_t^2/(4Z)$. For a depth of 0.040 hartree and $Z=1$ this is $1.0\times10^{-3}$ atomic units, five times the field of the example. Purely thermal escape ceases to be a sound assumption before that point is reached: in the parabolic estimate above, $\omega/2\pi$ grows as $F^{3/4}$ and equals $kT$ at about $5.0\times10^{-4}$ atomic units for the free mass, and at about $3.2\times10^{-4}$ for $m^*=0.5$.

The permittivity must describe the polarization that can follow the electron during its escape. If the two processes have different effective permittivities or local forces, the ratio becomes

$$
\frac{\Delta_{\rm PF}}{\Delta_{\rm S}}
=2\sqrt{Z\,\frac{F_{\rm PF}\,\varepsilon_{\rm S}}{F_{\rm S}\,\varepsilon_{\rm PF}}}.
$$

The field near an injecting contact can differ from that in the bulk when space charge is present, so equality of the applied voltage does not ensure equality of $F$.

A leakage current measures carriers and not barrier heights, and the factor of two may disappear on the way. Consider $N_D$ traps per volume with $Z=1$, and $N_A$ compensating acceptors per volume, all negatively charged. Let $n$ be the density of free electrons and $N_D^+$ that of empty traps. Neutrality requires $n+N_A=N_D^+$. Suppose that the field multiplies the emission rate by $e^{\Delta_{\rm PF}/kT}$ and leaves the capture coefficient unchanged. Balance between emission and capture then gives

$$
\frac{nN_D^+}{N_D-N_D^+}=K,\qquad
K=\frac{N_c}{g}\,e^{-(E_t-\Delta_{\rm PF})/kT},
$$

where $N_c$ is the effective density of band states and $g$ the degeneracy factor of the filled trap. The prefactor follows from the zero-field limit: there $n=N_ce^{\mu/kT}$ for a dilute electron gas with chemical potential $\mu$ measured from the band edge, while Fermi statistics give $N_D^+/(N_D-N_D^+)=g^{-1}e^{-(\mu+E_t)/kT}$. Their product contains no $\mu$. Inserting neutrality,

$$
\frac{n(n+N_A)}{N_D-N_A-n}=K.
$$

Without acceptors, and with few traps emptied, $n\ll N_D$ and the equation becomes $n^2\approx KN_D$. With compensation, and with $n$ small against both $N_A$ and $N_D-N_A$, it becomes linear in $n$. The two limits are

$$
n\approx\sqrt{KN_D}\propto e^{\Delta_{\rm PF}/2kT},\qquad
n\approx K\,\frac{N_D-N_A}{N_A}\propto e^{\Delta_{\rm PF}/kT}.
$$

In the first limit each emitted electron also creates one more empty trap that can capture, which produces the square root. In the second the number of empty traps is fixed by the acceptors.

If the mobility is constant, the bulk current density obeys $J\propto nF$. At fixed temperature the slope of $\ln(J/F)$ against $\sqrt F$ is therefore

$$
b=\frac{2}{s\sqrt\varepsilon\,kT},\qquad
s=2\ \text{(uncompensated)},\quad s=1\ \text{(compensated)}.
$$

For emission from a metal with a field-independent prefactor, $\ln J$ has the slope $1/(\sqrt\varepsilon\,kT)$. The uncompensated slope of $\ln(J/F)$ equals it, although the barrier lowering is twice as large. The compensated slope is twice it. The comparison is between the exponential parts: $\ln J$ and $\ln(J/F)$ differ in slope by $2/\sqrt F$, which at the field of the example is 141 against a Schottky slope of 666. Prefactors that depend on the field shift the slopes further. The ray factor $1/a$ lowers the trap slope by about $1/a$, or five percent, while tunnelling, which grows with the field, steepens the slopes. A slope alone thus does not identify the mechanism. Nor does it give the permittivity unless $s$ is known: since $\varepsilon=4/(s\,b\,kT)^2$, a mistake of a factor of two in $s$ changes the inferred permittivity by a factor of four.

Both limits were tested by solving the neutrality condition with Fermi statistics for $E_t=0.040$ hartree, $N_D=0.10N_c$ and $g=2$, as the force was raised from $2.0\times10^{-4}$ to $2.2\times10^{-4}$ atomic units. The slope of $\ln n$ against $\Delta_{\rm PF}/kT$ was 0.499994 without acceptors and 1.000000 with $N_A=0.010N_c$. The first value falls short of one half for a reason contained in the balance equation. For $N_A=0$, $\ln K=2\ln n-\ln(N_D-n)$, and differentiation gives

$$
\frac{d\ln n}{d\ln K}=\frac{1}{2+n/(N_D-n)}\approx\frac12-\frac{n}{4N_D}.
$$

At the lower field $n/N_D\approx\sqrt{K/N_D}\approx2\times10^{-5}$, and it rises to about $3\times10^{-5}$ at the higher one. The expected difference from one half is therefore between $5\times10^{-6}$ and $8\times10^{-6}$, and the computed one is $6\times10^{-6}$. The uncompensated limit is narrow. For few emptied traps the balance equation gives $d\ln n/d\ln K\approx(n+N_A)/(2n+N_A)$, so the value one half requires $N_A\ll n$. With $n/N_D$ near $2\times10^{-5}$, a compensation $N_A/N_D=10^{-5}$ already raises the slope to about 0.60, and $10^{-4}$ raises it to about 0.95.

## Table of computed values

```
INPUTS
relative permittivity: 2.50 (dimensionless)
applied field: 2.000e-04 atomic units
applied field, converted: 1.0284 MV/cm
temperature: 300.0 K
thermal energy kT: 9.500435e-04 hartree
METAL RESPONSE, permittivity 1
start and end distances: 1.0, 4.0 bohr
numerical force at start: 0.250000 hartree/bohr
numerical work between distances: 0.187500 hartree
image-formula work: 0.187500 hartree
interaction-energy change: 0.375000 hartree
work / interaction change: 0.500000
numerical image coefficient: 0.250000 hartree bohr
BARRIERS
Poole-Frenkel lowering, Z=1: 0.0178885 hartree
Poole-Frenkel lowering, Z=1: 0.48677 eV
Schottky lowering: 0.0089443 hartree
Schottky lowering: 0.24339 eV
Schottky lowering from SI expression: 0.24339 eV
lowering ratio, Z=1: 2.000000000
Poole-Frenkel barrier position: 44.7214 bohr
Poole-Frenkel barrier position: 2.3666 nm
Schottky barrier position: 22.3607 bohr
Schottky barrier position: 1.1833 nm
flood-fill trap lowering, Z=1: 0.0178888 hartree
flood-fill trap lowering, Z=2: 0.0252984 hartree
ratio from flood fill and induced charge: 2.000025
Poole-Frenkel lowering, Z=2: 0.0252982 hartree
lowering ratio, Z=2: 2.8284271
THERMAL FACTORS
Poole-Frenkel lowering / kT: 18.82918
Schottky lowering / kT: 9.41459
Poole-Frenkel Boltzmann enhancement: 1.5046e+08
Schottky Boltzmann enhancement: 1.2266e+04
CARRIER DENSITY
trap depth at zero field: 0.0400 hartree
donor density / effective band density: 0.100
acceptor density / band density: 0.010
trap-level degeneracy factor: 2.0
higher field for slopes: 2.200e-04 atomic units
d ln n / d(lowering/kT), uncompensated: 0.499994
d ln n / d(lowering/kT), compensated: 1.000000
slope against sqrt(F), relative to Schottky:
  uncompensated: 0.999987
  compensated: 2.000000
```
